# Peak Temperature of a Metallic Breakdown Filament at a Given Voltage

**Question**

I am trying to estimate how hot a metallic filament gets after hard breakdown of a gate oxide. Both ends are held at 300 K and one volt is dropped along it. I solved the heat equation with constant thermal conductivity $\kappa$ and constant resistivity $\rho$, and found a midpoint temperature rise of $V^2/(8\kappa\rho)$. With 300 K values of a metal this gives about 17,000 K, which I don't believe.

I was told that the Wiedemann-Franz law gives a sensible maximum without my knowing the filament's length, width or resistivity. How can the geometry drop out? What is the maximum, and is it really the temperature of the filament in the oxide?

**Answer**

Your heat equation is sound, but $\kappa$ and $\rho$ cannot both be held at their 300 K values. In a metal whose electrons carry the heat, $\kappa$ is tied to $\rho$ and to the local temperature.

**The assumptions**

Take a steady current through a filament much longer than the electron mean free path. The electrons are degenerate, scatter elastically, have a local temperature $T$, and carry all the heat. No heat leaves through the side wall or passes to the lattice. Thermopower is neglected for now. The voltage $V$ is the drop between the two filament ends, both at $T_0$.

**Why $\kappa$ and $\rho$ are linked**

With elastic scattering, electrons of each total energy $E$ diffuse separately. Let $\sigma(E)$ be the conductivity contributed at energy $E$. The particle current density per unit energy is

$$j(E)=-\frac{\sigma(E)}{e^2}\frac{\partial f}{\partial x}.$$

Here $f$ is a Fermi function with local electrochemical potential $\mu(x)$ and temperature $T(x)$. Since it depends on $(E-\mu)/kT$,

$$\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].$$

Define

$$K_n=\int\sigma(E)\,(E-\mu)^n\left(-\frac{\partial f}{\partial E}\right)dE .$$

Integrating $j(E)$, and then $(E-\mu)j(E)$, gives the particle and heat current densities

$$j_N=-\frac{1}{e^2}\left[K_0\frac{d\mu}{dx}+\frac{K_1}{T}\frac{dT}{dx}\right],\qquad
j_Q=-\frac{1}{e^2}\left[K_1\frac{d\mu}{dx}+\frac{K_2}{T}\frac{dT}{dx}\right].$$

At uniform temperature the first equation shows that the conductivity is $\sigma=K_0$. Thermal conductivity is defined at zero particle current, where $d\mu/dx=-(K_1/K_0T)\,dT/dx$. Putting this into $j_Q$ gives

$$\kappa=\frac{1}{e^2T}\left(K_2-\frac{K_1^2}{K_0}\right).$$

For $kT\ll E_F$, $\sigma(E)$ varies little over the thermal window. The $K_1^2/K_0$ term is then smaller than $K_2$ by a factor of order $(kT/E_F)^2$. With $y=(E-\mu)/kT$, what remains is $K_2=\sigma(kT)^2J$, where

$$J=\int_{-\infty}^{\infty}\frac{y^2e^{y}}{(1+e^{y})^2}dy
=2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty y^2e^{-ny}dy
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

The first step uses the evenness of the integrand and expands it in powers of $e^{-y}$. The second uses $\int_0^\infty y^2e^{-ny}dy=2/n^3$. Hence, to leading order,

$$\kappa=\frac{LT}{\rho},\qquad L=\frac{\pi^2}{3}\left(\frac{k}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

**How the geometry drops out**

Let $I$ be the current magnitude and $A(x)$ the cross-section. The heat current towards positive $x$ is $-\kappa A\,dT/dx$. In steady state its increase per unit length equals the Joule heat per unit length:

$$\frac{d}{dx}\left(\kappa A\frac{dT}{dx}\right)+\frac{I^2\rho}{A}=0 .$$

Now measure position by the voltage $\phi$ counted from one end, so that $\phi$ rises from 0 to $V$ and

$$\frac{d\phi}{dx}=\frac{I\rho}{A}.$$

The quantity inside the derivative becomes

$$\kappa A\frac{dT}{dx}=\frac{LT}{\rho}A\,\frac{I\rho}{A}\frac{dT}{d\phi}
=LIT\frac{dT}{d\phi}=\frac{LI}{2}\frac{d(T^2)}{d\phi}.$$

The outer derivative is $d/dx=(I\rho/A)\,d/d\phi$, so the balance reads

$$\frac{I\rho}{A}\,\frac{LI}{2}\,\frac{d^2(T^2)}{d\phi^2}+\frac{I^2\rho}{A}=0 .$$

Dividing by $I^2\rho/A$ leaves

$$\frac{d^2(T^2)}{d\phi^2}=-\frac{2}{L}.$$

Nothing about shape or resistivity remains. Physically, raising $\rho$ at fixed voltage lowers the heating and the heat conduction together.

Two integrations give $T^2=-\phi^2/L+a\phi+b$. The condition at $\phi=0$ gives $b=T_0^2$, and the condition at $\phi=V$ gives $a=V/L$. Therefore

$$T^2=T_0^2+\frac{\phi(V-\phi)}{L}.$$

The slope of $T^2$ is $(V-2\phi)/L$, which vanishes at $\phi=V/2$. The second derivative is negative, so this is the maximum:

$$T_{\max}^2=T_0^2+\frac{V^2}{4L}.$$

For one volt,

$$T_{\max}=\sqrt{(300)^2+1.0233\times10^7}\ \mathrm{K}=3213\ \mathrm{K}.$$

So the ideal model gives a maximum near 3200 K. The profile is steep at the ends and flat in the middle: $T$ is already 1943 K after one tenth of the voltage and 2787 K after one quarter.

The hottest point is halfway in voltage, not necessarily in length. I tested this by solving the discretised heat balance for a filament of length $\ell$ with area proportional to $1+2x/\ell$ and resistivity proportional to $1+0.002(T-300)$, $T$ in kelvin. The maximum was again 3213 K, but it sat at $x=0.366\,\ell$, towards the narrow end.

**What happened to your 17,000 K**

Write the result as $(T_{\max}-T_0)(T_{\max}+T_0)=V^2/(4L)$. If the rise is small, the second factor is close to $2T_0$, and

$$T_{\max}-T_0\simeq\frac{V^2}{8LT_0}.$$

This is your formula, because $\kappa\rho=LT_0$ at the ends. It needs $V\ll2\sqrt L\,T_0$, which is about 0.09 V here. At one volt you are far outside that range. The product $\kappa\rho=LT$ grows as the filament heats, and the maximum temperature then rises in proportion to voltage instead of its square:

$$T_{\max}\simeq\frac{V}{2\sqrt L}\qquad(V\gg2\sqrt L\,T_0).$$

This limit gives 3199 K at one volt, so the 300 K of the ends hardly matters to the maximum.

**Does a short filament have an electron temperature?**

Electrons may cross a short filament before colliding with one another, and then $f$ is not a Fermi function. An energy-defined temperature still has the same value at the midpoint. Take a uniform filament with energy-independent diffusion and density of states. In steady state $\partial^2f/\partial x^2=0$ at each total energy, so the midpoint distribution is the mean of the two end distributions. Their electrochemical potentials lie at $u=\pm eV/2$ from the midpoint value.

Measure energy from that midpoint value and compare with a filled sea at zero temperature. A Fermi function shifted by $u$ has an excess energy, per unit density of states, with two parts. Moving the sharp edge from 0 to $u$ costs $\int_0^uE\,dE=u^2/2$. Thermal smearing about the new edge costs

$$2\int_0^\infty\frac{y\,dy}{e^{y/kT_0}+1}=\frac{\pi^2}{6}(kT_0)^2 .$$

Both ends have $u^2/2=(eV)^2/8$, so the mean has this value too. Equating the total to the energy of a Fermi function at temperature $T$,

$$\frac{\pi^2}{6}(kT)^2=\frac{\pi^2}{6}(kT_0)^2+\frac{(eV)^2}{8}
\quad\Longrightarrow\quad
T^2=T_0^2+\frac{3e^2V^2}{4\pi^2k^2}=T_0^2+\frac{V^2}{4L}.$$

Direct quadrature of the two-step distribution also gives 3213 K. This temperature describes the energy content, not the detailed shape of the distribution.

**A filament in a 10 nm oxide**

To see whether the assumptions hold, take rough values for a hard-breakdown path: length $\ell=10$ nm, radius $a=5$ nm, $\rho=200\ \mu\Omega\,$cm and $E_F=5$ eV. Then

$$R=\frac{\rho\ell}{\pi a^2}
=\frac{(2\times10^{-6})(10^{-8})}{\pi(5\times10^{-9})^2}\ \Omega=255\ \Omega .$$

One volt drives 3.93 mA and dissipates 3.93 mW.

For free electrons, $\sigma=ne^2\tau/m$ with $n=k_F^3/3\pi^2$ and $\tau=m\lambda/\hbar k_F$. The mean free path is therefore $\lambda=3\pi^2\hbar/(e^2k_F^2\rho)=0.46$ nm, much shorter than the filament. The number of transverse modes per spin is $\pi k_F^2\,\pi a^2/(2\pi)^2=(k_Fa)^2/4$. With conductance $2e^2/h$ for each mode, the ballistic resistance is 15.7 $\Omega$, well below 255 $\Omega$. The filament is diffusive. A local electron temperature is less secure: a free-electron estimate of the electron-electron collision time gives some tens to a few hundred femtoseconds, comparable with the escape time found below. In the collisionless limit the midpoint distribution would drive the lattice through $\int f(1-f)\,dE$, which corresponds to about 3050 K rather than 3213 K.

Two electronic corrections are small. If $\sigma(E)\propto E$, the full integrals at 3213 K, with $\mu$ held at $E_F$, lower $L$ by 1.0%. Using that value throughout would raise $T_{\max}$ by about 0.5%. The thermopower, of magnitude $LT/(E_F/e)$ at leading order, changes the maximum to 3212 K. Reversing its sign is equivalent to viewing the filament from the other end, so the maximum has no first-order shift.

**Are the ends really at 300 K?**

Suppose each end meets a metal electrode of resistivity 10 $\mu\Omega\,$cm, modelled as a hemisphere that is cold far away. Its spreading resistance is

$$R_s=\int_a^\infty\frac{\rho_e\,dr}{2\pi r^2}=\frac{\rho_e}{2\pi a}\simeq3.2\ \Omega .$$

With one volt still across the filament, each electrode drops 12.5 mV. The profile formula now applies to the whole chain, whose total voltage is 1.025 V. At the filament end,

$$T_{\rm end}^2=(300)^2+\frac{0.0125\times1.0125}{2.443\times10^{-8}}\ \mathrm{K^2},$$

which gives about 780 K. The maximum rises to 3293 K. A small voltage in the electrodes thus changes the end temperature strongly and the maximum by 2.5%. If the one volt included the electrodes, the maximum would again be 3213 K. These end values are probably too low. The free-electron estimate gives the electrode a mean free path of about 9 nm, longer than the contact radius, so the diffusive spreading formula misses a ballistic contact resistance. Adding half of the 15.7 $\Omega$ found above at each end, with one volt still across the diffusive filament, would give ends near 1400 K and a maximum near 3500 K.

**Is 3200 K the temperature of the atoms?**

Not necessarily. Let $T_e$ and $T_l$ be the electron and lattice temperatures, $G$ the heat passed between them per volume and kelvin, and $\kappa_l$ the lattice conductivity. For a uniform filament,

$$\frac{L}{2\rho}\frac{d^2T_e^2}{dx^2}+\frac{V^2}{\rho\ell^2}-G(T_e-T_l)=0,$$

$$\kappa_l\frac{d^2T_l}{dx^2}+G(T_e-T_l)-\frac{2}{a}F=0 .$$

$F$ is the heat flux into the oxide, and $2/a$ is the ratio of wall area to volume. To find $F$, expand the wall temperature rise in sines that vanish at the cold electrodes. For a term $\sin(qx)$, the oxide temperature rise is $\sin(qx)g(r)$ with

$$g''+\frac{g'}{r}-q^2g=0 .$$

The solution that decays outwards and equals 1 at the wall is $g=K_0(qr)/K_0(qa)$, where $K_0$ and $K_1$ are now modified Bessel functions. Since $K_0'=-K_1$, this term contributes a flux $\kappa_{ox}\,q\,K_1(qa)/K_0(qa)$ times $\sin(qx)$.

With rough conductivities $\kappa_l=2$ and $\kappa_{ox}=1.4$ W/(m K), the maxima are:

| $G$ in W/(m³ K) | electrons | lattice |
|---|---:|---:|
| $10^{17}$ | 3150 K | 890 K |
| $10^{18}$ | 2980 K | 2300 K |
| strong-coupling limit | 2900 K | 2900 K |

The electron maximum falls by at most about 10% from the ideal 3213 K in these cases, but the lattice maximum varies by a factor of three.

The reason can be seen from the longest sine, $q=\pi/\ell$. Lattice conduction removes heat at a rate $\kappa_lq^2\simeq2\times10^{17}$ W/(m³ K). Without the oxide, the lattice equation then gives, for this sine alone,

$$\frac{T_l-T_0}{T_e-T_0}=\frac{G}{G+\kappa_lq^2},$$

which is about 0.34 for the smaller $G$ and 0.84 for the larger. Oxide cooling reduces both ratios.

The times show which route is quicker for the electrons' energy. Electrons diffuse out in about $\ell^2/(\pi^2D)=50$ fs, where $D$ is their diffusion constant. At $T_{\max}$, their heat capacity divided by $G$ gives a time scale of about 1900 fs for the smaller coupling and 190 fs for the larger. Because the electron energy goes as $T_e^2$, it passes to a cold lattice roughly twice as fast as these times suggest. Diffusion is still the quicker route in both cases. In the steady state the lattice is itself hot, and it receives only about 4% of the Joule power for the smaller coupling and 14% for the larger.

The lattice numbers are estimates. I took $T_l$ as uniform across the filament, although the oxide and lattice conductivities are similar, and kept all material parameters constant. Letting $T_l$ vary with radius would raise the lattice maximum, which lies on the axis, to about 1100 K for the smaller $G$ and 2600 K for the larger. The table also holds the lattice at 300 K at the filament ends. In a metal electrode with similar $\kappa_l$ and $G$, phonon heat passes to the electrons only over $\sqrt{\kappa_l/G}\simeq4.5$ nm for the smaller $G$, so the ends are warm. Continuing the lattice into such an electrode raises the 1100 K to about 1300 K, and to about 1450 K if the electrons at the filament ends are near 1400 K. Two other side losses are small in simple estimates. With the whole wall at 3213 K, far-field black-body radiation, only a rough guide for so thin a filament inside an oxide, would take about $5\times10^{-7}$ of the Joule power. Thermionic emission over a rough 3 eV oxide barrier, without barrier lowering, would take about $7\times10^{-5}$.

**Using the result for a real breakdown**

Inverting the formula gives the voltage for a chosen electron temperature:

$$V=2\sqrt{L(T^2-T_0^2)} .$$

For 1700 K, roughly where silicon melts, this is 0.52 V. It predicts melting only if the lattice follows the electrons and the other assumptions hold. The weakly coupled lattice stays below 1700 K at one volt, although warm ends remove much of the margin shown in the table, whereas the other two cases exceed it. A silicon-rich filament would then not remain the fixed solid assumed here.

For a real device, the first question is how much voltage the filament itself receives. The 10 nm length and the 5 nm radius are assumptions. At one volt, the length and $\rho$ alone imply a very large current density, $V/(\rho\ell)=5\times10^9$ A/cm². Resistance in the silicon, the contacts or the external circuit can take much of the applied voltage. If half of one volt is lost there and the filament ends stay at 300 K, the ideal maximum drops to about 1630 K. Silicon electrodes also carry much of their heat through the lattice, so the electrode estimate for a metal does not carry over to them. A soft-breakdown path that is not metallic lies outside the model altogether.

So use 3200 K as the ideal electron temperature for one volt across the filament itself. To decide whether atoms move or the filament melts, you also need the electron-lattice coupling and the cooling of the lattice. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
End temperature: 300 K
Voltage: 1 V
Lorenz number: 2.443e-08 V^2/K^2
V^2/(4L): 1.0233e+07 K^2
Maximum temperature: 3213.0 K
Maximum if ends were at 0 K: 3199.0 K
k Tmax: 0.2769 eV
T at one tenth of the voltage: 1942.7 K
T at one quarter of the voltage: 2786.6 K
Tapered filament, numerical Tmax: 3213.0 K
Tapered filament, hot spot x/length: 0.366
Collisionless energy temperature: 3213.0 K
Rough silicon melting point: 1700 K
Voltage for that temperature: 0.523 V
Filament length: 10 nm
Filament radius: 5 nm
Filament resistivity: 200 uohm cm
Fermi energy: 5 eV
Resistance: 254.6 ohm
Current: 3.927 mA
Joule power: 3.927 mW
Current density: 5e+09 A/cm2
Mean field: 1 MV/cm
Mean free path: 0.463 nm
Ballistic resistance: 15.7 ohm
Electron heat conductivity at 300 K: 3.665 W/(m K)
Electron heat conductivity at Tmax: 39.25 W/(m K)
Lorenz ratio L(Tmax)/L: 0.9899
Tmax with thermopower: 3212.1 K
Electrode resistivity: 10 uohm cm
Voltage lost in each electrode: 12.5 mV
Filament end T with electrodes: 779 K
Tmax with electrodes: 3293 K
Lattice heat conductivity: 2 W/(m K)
Oxide heat conductivity: 1.4 W/(m K)
Locked Tmax, lattice conduction only: 3069 K
Locked Tmax, lattice and oxide: 2902 K
Coupling 1e17 W/(m3 K), electron Tmax: 3147 K
Coupling 1e17 W/(m3 K), lattice Tmax: 893 K
Coupling 1e18 W/(m3 K), electron Tmax: 2982 K
Coupling 1e18 W/(m3 K), lattice Tmax: 2299 K
Electron escape time: 49.5 fs
Electron-lattice time at 1e17: 1.92e+03 fs
Electron-lattice time at 1e18: 192 fs
Radiation / Joule power: 4.8e-07
Oxide barrier: 3 eV
Thermionic loss / Joule power: 6.9e-05
```
